# The linear Stark shift of a symmetric top, and parity

## A number that seems to break a rule

A rigid symmetric top has dipole moment $\mu=0.6$ and sits in a static field $F=10^{-7}$, both in atomic units. The field is about 514 V/cm. In one of its rotational states, with quantum numbers $J=K=M=1$, the energy moves, to first order in the field, by $-0.0300\ \mu E_h$ (microhartree), or $-197$ MHz. Reversing the field reverses this term. A quadratic term, which keeps its sign under reversal, comes on top of it; for the rotational constant $B=1\ \mu E_h$ used below, it is 0.45% of the linear term.

A shift linear in the field means that the state has a mean dipole along the field axis before the field is applied. Yet a state of definite parity has no mean dipole, and the free molecule's Hamiltonian conserves parity. Both statements are true, and these notes work out how they fit together.

I set $\hbar=1$. The unit vector $\mathbf n$ is the top's symmetry axis, with the dipole $\mu\mathbf n$ along it. The field points along the laboratory axis $Z$, so
$$V=-\mu F\,n_Z=-\mu F\cos\theta .$$
Vibration, centrifugal distortion and hyperfine structure are left out.

## The free top

Let $\theta,\phi$ be the polar angles of $\mathbf n$, and $\chi$ the angle of rotation about $\mathbf n$. Changing one Euler angle turns the body about a definite axis: $Z$ for $\phi$, $\mathbf e=(-\sin\phi,\cos\phi,0)$ for $\theta$, and $\mathbf n$ for $\chi$. The component of angular momentum along an axis generates rotations about it, so
$$J_Z=-i\partial_\phi,\qquad T\equiv\mathbf e\cdot\mathbf J=-i\partial_\theta,\qquad \mathbf n\cdot\mathbf J=-i\partial_\chi .$$

With $\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$, the last relation gives the horizontal component
$$R\equiv\cos\phi\,J_X+\sin\phi\,J_Y=\frac{-i\partial_\chi+i\cos\theta\,\partial_\phi}{\sin\theta}.$$
Hence $J_X=\cos\phi\,R-\sin\phi\,T$ and $J_Y=\sin\phi\,R+\cos\phi\,T$.

When these are squared and added, $R$ must be moved past functions of $\phi$:
$$[R,\cos\phi]=-i\cot\theta\sin\phi,\qquad [R,\sin\phi]=i\cot\theta\cos\phi .$$
In the $RR$ terms the two commutators cancel, which leaves $R^2$. The terms with $T$ to the left of $R$ cancel. Those with $R$ to the left of $T$ leave
$$-\cos\phi\,[R,\sin\phi]\,T+\sin\phi\,[R,\cos\phi]\,T=-i\cot\theta\,T=-\cot\theta\,\partial_\theta .$$
Therefore
$$J^2=-\partial_\theta^2-\cot\theta\,\partial_\theta+R^2+J_Z^2 .$$

No coefficient here contains $\phi$ or $\chi$, so the eigenfunctions can be written $u(\theta)e^{iM\phi}e^{iK\chi}$, with integers $M$ and $K$ because the function must be single-valued. Since
$$\frac{(K-M\cos\theta)^2}{\sin^2\theta}+M^2=\frac{K^2+M^2-2KM\cos\theta}{\sin^2\theta},$$
the polar equation is
$$-u''-\cot\theta\,u'+\frac{K^2+M^2-2KM\cos\theta}{\sin^2\theta}\,u=J(J+1)\,u .$$

The kinetic energy is $B$ times the squared angular momentum perpendicular to $\mathbf n$, plus $A$ times the square of the part along it. Here $B$ and $A$ are the inverses of twice the corresponding moments of inertia. Thus
$$H_0=BJ^2+(A-B)(\mathbf n\cdot\mathbf J)^2,$$
$$E_{JK}=BJ(J+1)+(A-B)K^2 .$$
The energy contains $K^2$, so $K$ and $-K$ are degenerate.

## The simplest case, by direct integration

For $K=M=1$ the potential term is $2(1-\cos\theta)/\sin^2\theta=2/(1+\cos\theta)$. Try $u=1+\cos\theta$. Then $u'=-\sin\theta$ and $u''=-\cos\theta$, and the left side of the polar equation is
$$\cos\theta+\cos\theta+2=2(1+\cos\theta)=2u .$$
This is $J(J+1)=2$, so $J=1$. The volume element is $\sin\theta\,d\theta\,d\phi\,d\chi$. With $x=\cos\theta$,
$$\langle\cos\theta\rangle=\frac{\int_{-1}^{1}x(1+x)^2dx}{\int_{-1}^{1}(1+x)^2dx}=\frac{4/3}{8/3}=\frac12 .$$

The top's axis leans towards $+Z$. Replacing $K$ by $-1$ changes the solution to $1-\cos\theta$, with mean $-\tfrac12$. For $K=1$, $M=0$ the solution is $\sin\theta$, which is symmetric about the equator, and the mean is zero.

**First-order energy.** Write the state as $|0\rangle+|1\rangle+\dots$ and its energy as $E^{(0)}+E^{(1)}+\dots$, in increasing powers of $F$. The terms linear in $F$ obey
$$(H_0-E^{(0)})|1\rangle+(V-E^{(1)})|0\rangle=0 .$$
Multiplying by $\langle0|$ removes the first term and gives $E^{(1)}=\langle0|V|0\rangle$.

Here the unperturbed level is degenerate, so the choice of $|0\rangle$ needs a reason. The operator $\cos\theta$ contains neither $\phi$ nor $\chi$, so $V$ conserves $M$ and $K$. In particular, it cannot mix $K$ with $-K$. Each pair $(K,M)$ is a separate problem. Within it, the polar equation has one solution regular at $\theta=0$ for a given $J$, up to normalization, so the levels are nondegenerate. The states $|JKM\rangle$ are therefore the right starting states.

With $\mu F=0.6\times10^{-7}\,E_h=0.0600\ \mu E_h$, the case $J=K=M=1$ gives
$$E^{(1)}=-0.0600\times\tfrac12=-0.0300\ \mu E_h .$$
This is the opening number.

## Every $J$, without the wavefunctions

Under rotations $\mathbf n$ is a vector, so
$$[J_X,n_Y]=in_Z,\qquad [J_Y,n_X]=-in_Z,\qquad [J_X,n_X]=0,$$
and likewise for cyclic changes of the axes. The components of $\mathbf J$ obey the same rules among themselves: $[J_X,J_Y]=iJ_Z$ and cyclic.

First I commute $J^2$ with $n_Z$. Since $[J_X,n_Z]=-in_Y$ and $[J_Y,n_Z]=in_X$,
$$[J^2,n_Z]=-i(J_Xn_Y+n_YJ_X)+i(J_Yn_X+n_XJ_Y).$$
Moving each $\mathbf J$ component to the right with $J_Xn_Y=n_YJ_X+in_Z$ and $J_Yn_X=n_XJ_Y-in_Z$ gives
$$[J^2,n_Z]=2iW_Z+2n_Z,\qquad \mathbf W=\mathbf n\times\mathbf J .$$
The same relation holds for the $X$ and $Y$ components.

Next I commute $J^2$ with $W_Z=n_XJ_Y-n_YJ_X$. Because $J^2$ commutes with $\mathbf J$, it acts on the factors $n_X$ and $n_Y$ alone:
$$[J^2,W_Z]=2i(W_XJ_Y-W_YJ_X)+2W_Z .$$
Insert $W_X=n_YJ_Z-n_ZJ_Y$ and $W_Y=n_ZJ_X-n_XJ_Z$:
$$W_XJ_Y-W_YJ_X=n_XJ_ZJ_X+n_YJ_ZJ_Y-n_Z(J_X^2+J_Y^2).$$
Now use $J_ZJ_X=J_XJ_Z+iJ_Y$ and $J_ZJ_Y=J_YJ_Z-iJ_X$, and write $J_X^2+J_Y^2=J^2-J_Z^2$. The right side becomes
$$(\mathbf n\cdot\mathbf J)J_Z+iW_Z-n_ZJ^2 .$$
The factor $2i$ turns $iW_Z$ into $-2W_Z$, which cancels the last term of the commutator. What remains is
$$[J^2,W_Z]=2i\left[(\mathbf n\cdot\mathbf J)J_Z-n_ZJ^2\right].$$

Take the expectation value in $|JKM\rangle$. The left side vanishes, because $J^2$ gives $J(J+1)$ on either side of $W_Z$. On the right, $J_Z$ gives $M$, $\mathbf n\cdot\mathbf J$ gives $K$, and $J^2$ gives $J(J+1)$:
$$0=KM-J(J+1)\langle n_Z\rangle .$$
For $J\ge1$, therefore,
$$\boxed{E^{(1)}=-\mu F\,\frac{KM}{J(J+1)}} .$$

For $J=0$ the wavefunction is constant, $\cos\theta$ averages to zero, and there is no first-order shift.

**Limits.** At $J=K=M=1$ the formula returns the $\tfrac12$ found by integration. For $K=M=J$ the mean is $J/(J+1)$, which approaches 1 at large $J$: the axis then lies nearly along the field. Classically, $\mathbf n$ precesses about the fixed vector $\mathbf J$. Its average is its projection $K/|\mathbf J|$ along $\mathbf J$, and the $Z$ component of that average is $KM/|\mathbf J|^2$. Quantum mechanics replaces $|\mathbf J|^2$ by $J(J+1)$.

The numerical check solves the polar equation on a grid for all 84 states with $J\le3$. The mean $\cos\theta$ agrees with the formula to within $2\times10^{-7}$.

## How weak must the field be?

The field also mixes states of different $J$ with the same $K$ and $M$. For the lowest state of such a block, second-order perturbation theory gives a downward shift,
$$E^{(2)}=\sum_{J'>J}\frac{(\mu F)^2\,|\langle J'KM|n_Z|JKM\rangle|^2}{E_{JK}-E_{J'K}},$$
since every denominator is negative. The nearest level lies $2B(J+1)$ higher, so the linear term can dominate when $\mu F\ll B$ and $KM\ne0$.

I take $B=1\ \mu E_h$ and $A=5\ \mu E_h$. The energies computed with the field on are split into parts odd and even under $F\to-F$, in $\mu E_h$:

| $J,K,M$ | first order | odd part | even part |
|---|---:|---:|---:|
| 1, 1, 1 | −0.0300 | −0.0300 | −0.000135 |
| 1, 1, 0 | 0 | 0 | −0.000180 |
| 1, 1, −1 | 0.0300 | 0.0300 | −0.000135 |
| 2, 2, 2 | −0.0400 | −0.0400 | −0.000048 |

The even parts agree with the second-order sum, evaluated from the field-free grid states. For $J=K=M=1$ the even part is $0.000135/0.0300=0.45\%$ of the linear shift. At $M=0$ the linear shift is absent and the quadratic one is what remains.

## What parity forbids

Inversion $\mathbf r\to-\mathbf r$ reverses $\mathbf n$ but leaves angular momentum unchanged, because $\mathbf r\times\mathbf p$ contains two reversed vectors. To see how it acts on a rigid top, take one with a symmetry plane through its axis. Let the body axes be $\mathbf e_x$ in that plane, $\mathbf e_y$ perpendicular to it, and $\mathbf n$.

Inversion carries a charge at $(x,y,z)$ in these axes to $(-x,-y,-z)$. A half-turn about $\mathbf e_y$ carries a charge at $(x,-y,z)$ to that same place. The symmetry plane makes the charges at $y$ and $-y$ equal, so the inverted charge distribution is the original one, rotated. Call this operation on the orientation $\Pi$. Two half-turns restore the orientation, so $\Pi^2=1$, and
$$\Pi\,n_Z\,\Pi=-n_Z,\qquad \Pi\,\mathbf J\,\Pi=\mathbf J,\qquad \Pi(\mathbf n\cdot\mathbf J)\Pi=-\mathbf n\cdot\mathbf J .$$
Thus $\Pi$ changes $K$ into $-K$ and keeps $J$ and $M$. It commutes with $H_0$, which contains $(\mathbf n\cdot\mathbf J)^2$. The simple case shows this directly: $\theta\to\pi-\theta$ turns $1+\cos\theta$ into $1-\cos\theta$.

If the nuclei carry labels, the reflection $y\to-y$ may exchange identical ones, so $\Pi$ is inversion combined with that exchange. A physical state changes at most by a sign when identical nuclei are exchanged together with their spins. On physical states, inversion is therefore $\Pi$ with an exchange of nuclear spins, up to a sign. The dipole does not act on the spins, and the argument below is unaffected.

Suppose $\Pi|\psi\rangle=\pm|\psi\rangle$. Then
$$\langle\psi|n_Z|\psi\rangle=\langle\psi|\Pi n_Z\Pi|\psi\rangle=-\langle\psi|n_Z|\psi\rangle=0 .$$
A state of definite parity has no mean dipole.

When must a stationary state have definite parity? If $|\psi\rangle$ has energy $E$ and projection $M$, so has $\Pi|\psi\rangle$. If there is one such state, the two must be proportional, and $|\psi\rangle$ has definite parity. If there are two, this conclusion does not follow. The parity argument forbids a permanent dipole in a state that is nondegenerate at fixed $M$.

For $K\ne0$ the top has at least two such states, with projections $K$ and $-K$. An accidental coincidence can add more: with $B=1$ and $A=5\ \mu E_h$, the level $J=2$, $K=0$ lies at $6\ \mu E_h$, the same energy as $J=1$, $|K|=1$. Neither $V$ nor $\Pi$ connects that level to the pair, so it plays no part in what follows. Define $|{-K}\rangle=\Pi|K\rangle$, with $J$ and $M$ understood, and set
$$|\pm\rangle=\frac{|K\rangle\pm|{-K}\rangle}{\sqrt2},\qquad a=\frac{KM}{J(J+1)} .$$
These are states of parity $\pm1$. Since $n_Z$ has mean $a$ in $|K\rangle$, mean $-a$ in $|{-K}\rangle$, and no element between them,
$$\langle\pm|n_Z|\pm\rangle=\frac{a-a}{2}=0,\qquad \langle+|n_Z|-\rangle=\frac{a-(-a)}{2}=a .$$
The dipole appears as a matrix element between two states of opposite parity. When their energies are equal, $|K\rangle=(|+\rangle+|-\rangle)/\sqrt2$ is also stationary. It has no definite parity, so the rule does not apply to it, and its mean $n_Z$ is $a$, which is nonzero when $M\ne0$.

Time reversal gives no contradiction either. It reverses $\mathbf J$ but not $\mathbf n$, so both $K$ and $M$ change sign and $KM$ does not.

## Lifting the degeneracy

Suppose that some internal motion splits the two parities by a small energy $\Delta$. In an umbrella-shaped molecule, tunnelling between the two umbrella positions can do this. For a given $|K|$, I model the splitting by adding $(\Delta/2)\Pi$ to $H_0$, with $\Delta>0$. Which of the two parities lies lower does not affect the results below. For $\Delta\ll B$ and $\mu F\ll B$, keep the two states $|+\rangle,|-\rangle$ and measure energy from their midpoint:
$$H=\begin{pmatrix}\Delta/2&-a\mu F\\-a\mu F&-\Delta/2\end{pmatrix}.$$
Its trace is zero and its determinant is $-(\Delta/2)^2-(a\mu F)^2$, so
$$E_\pm=\pm\sqrt{(\Delta/2)^2+(a\mu F)^2} .$$

For weak fields, expanding the root gives the lower state's shift from its field-free energy:
$$E_-+\frac{\Delta}{2}\simeq-\frac{(a\mu F)^2}{\Delta}.$$
It is quadratic, as parity requires of a nondegenerate state. For $|a|\mu F\gg\Delta/2$, the energies approach $\pm|a|\mu F$, which is the linear result for the two signs of $K$. The two terms under the root are equal at
$$F_c=\frac{\Delta}{2|a|\mu}\qquad(a\neq0).$$

The mean orientation follows from the slope of the energy. In $E=\langle\psi|H|\psi\rangle$, the change of a normalized eigenstate contributes $E$ times the change of $\langle\psi|\psi\rangle$, which is zero. Hence $dE/dF=\langle dH/dF\rangle=-\mu\langle n_Z\rangle$, and in the lower state
$$\langle n_Z\rangle=\frac{a^2\mu F}{\sqrt{(\Delta/2)^2+(a\mu F)^2}} .$$
It starts from zero and saturates at $|a|$.

**Numbers.** Take $\Delta=0.006\ \mu E_h$, or 39.5 MHz, with $J=|K|=M=1$ and $|a|=\tfrac12$. Then
$$F_c=\frac{0.006\times10^{-6}}{2\times0.5\times0.6}=1.0\times10^{-8}\ \text{a.u.},$$
about 51 V/cm. Diagonalizing with five $J$ levels for each sign of $K$ gives, for the lower state:

| $F$ (a.u.) | shift ($\mu E_h$) | two-state shift | mean $n_Z$ |
|---|---:|---:|---:|
| $10^{-9}$ | $-1.498\times10^{-5}$ | $-1.496\times10^{-5}$ | 0.050 |
| $10^{-8}$ | $-1.244\times10^{-3}$ | $-1.243\times10^{-3}$ | 0.354 |
| $10^{-7}$ | $-2.728\times10^{-2}$ | $-2.715\times10^{-2}$ | 0.502 |

Doubling the field from $5\times10^{-10}$ multiplies the shift by 3.99, close to the quadratic value 4. Doubling it from $10^{-7}$ gives 2.11 rather than 2. Most of the excess comes from the starting point. The shift is measured from the lower parity level, so in strong fields it is about $-|a|\mu F+\Delta/2$, and the constant raises the ratio. The two-state formula gives 2.10.

The last mean, 0.502, exceeds the two-state limit $\tfrac12$. The reason is mixing with higher $J$. The earlier even shift, $-0.000135\ \mu E_h$ at $\mu F=0.0600\ \mu E_h$, grows as $(\mu F)^2$. Its slope adds $2\times0.000135/0.0600=0.0045$ to the two-state value 0.4975, which gives 0.502.

**What "permanent" means here.** Without a field, prepare $|K\rangle$ at time zero. Its two parity components acquire a relative phase $\Delta t$, so
$$\langle n_Z\rangle(t)=\frac{a}{2}\left(e^{i\Delta t}+e^{-i\Delta t}\right)=a\cos\Delta t .$$
For this $\Delta$ the period is $1/(39.5\ \text{MHz})\approx25$ ns. Over much shorter times the molecule behaves as if its dipole were permanent, while over a full period the mean is zero. A field well above $F_c$, but still with $\mu F\ll B$, holds the lower state close to a state with one sign of $K$, whose axis leans along the field on average without being sharply aligned (for $J=K=M=1$, $\langle\cos^2\theta\rangle=\tfrac25$, so $\cos\theta$ spreads by $\sqrt{2/5-1/4}=0.39$ about its mean $\tfrac12$), and the shift $-\mu FKM/[J(J+1)]$ is then a good approximation to its energy measured from the doublet's midpoint, for the sign of $K$ that makes $KM$ positive.

## Table of computed values

```
B = 1.0 uEh, A = 5.0 uEh
mu = 0.60 a.u., F = 1.0e-07 a.u.
F in laboratory units = 514.2 V/cm
mu*F = 0.0600 uEh
1 uEh / h = 6579.68 MHz
states tested without field (J<=3): 84
largest error of mean cos(theta): 1.7e-07
Shifts in uEh; odd and even parts under F -> -F
 J  K  M  mean_cos  first_order   odd_part   even_part  2nd_sum
 1  1  1   0.50000    -0.030000   -0.029999  -1.350e-04 -1.350e-04
 1  1  0   0.00000    -0.000000    0.000000  -1.800e-04 -1.800e-04
 1  1 -1  -0.50000     0.030000    0.029999  -1.350e-04 -1.350e-04
 2  1  2   0.33333    -0.020000   -0.020000  -7.619e-05 -7.619e-05
 2  2  2   0.66667    -0.040000   -0.040000  -4.762e-05 -4.762e-05
main shift J=K=M=1: -0.0300 uEh = -197.4 MHz
Parity doublet J=1, |K|=1, M=1: Delta = 0.0060 uEh
Delta / h = 39.48 MHz
largest |mean cos| in the two parity states: 0.00000
|matrix element of cos| between them: 0.50000
crossover field = 1.00e-08 a.u. = 51.4 V/cm
Lower state: shift in uEh and mean cos, full and two-state
  F (a.u.)   shift_full   shift_two   cos_full  cos_two
   5.0e-10  -3.7511e-06 -3.7477e-06    0.02499  0.02497
   1.0e-09  -1.4976e-05 -1.4963e-05    0.04980  0.04975
   1.0e-08  -1.2440e-03 -1.2426e-03    0.35400  0.35355
   1.0e-07  -2.7284e-02 -2.7150e-02    0.50198  0.49752
shift ratio on doubling F from 5e-10 a.u.: 3.993
shift ratio on doubling F from 1e-7 a.u.: 2.111
```
